# When the Free-Electron Fermi Sphere Touches the Cubic Brillouin Zone Boundary

**Problem**

Atoms sit on a cubic Bravais lattice, one atom per lattice point $\mathbf R=n_1\mathbf a_1+n_2\mathbf a_2+n_3\mathbf a_3$ with integer $n_i$. With cube edge $a$ the primitive vectors are

- sc: $a(1,0,0)$, $a(0,1,0)$, $a(0,0,1)$;
- fcc: $\tfrac a2(0,1,1)$, $\tfrac a2(1,0,1)$, $\tfrac a2(1,1,0)$;
- bcc: $\tfrac a2(-1,1,1)$, $\tfrac a2(1,-1,1)$, $\tfrac a2(1,1,-1)$.

Each atom gives $Z$ electrons, and $Z$ may be varied continuously. The electrons are free and independent, with energy $\varepsilon=k^2/2$ in atomic units ($\hbar=m=1$) and two spin states. The temperature is zero and the crystal is large. The first Brillouin zone is the set of wave vectors that are at least as close to the origin as to any other reciprocal lattice vector.

(a) At what value $Z_c$ does the Fermi sphere first touch the zone boundary, and at which points?

(b) For $a=4.0$ Å, find the Fermi wave vector and energy at contact. Decide whether $Z=1$ reaches the boundary, and find how many electrons lie outside the zone for $Z=2$.

**A tempting solution**

All three crystals repeat after a step $a$ along each cube axis. In one dimension a period $a$ puts the zone boundary at $\pm\pi/a$, so take the zone to be the cube $|k_x|,|k_y|,|k_z|\le\pi/a$. The sphere touches the face centres when $k_F=\pi/a$. The free-electron density is $n=k_F^3/(3\pi^2)$, and the cube of volume $a^3$ contains $p=1,4,2$ atoms for sc, fcc, bcc. Then

$$Z=\frac{na^3}{p}=\frac{a^3}{p}\,\frac{\pi^3}{3\pi^2a^3}=\frac{\pi}{3p},$$

which gives $\pi/3$, $\pi/12$ and $\pi/6$.

**The fault**

The density formula and the atom count are sound. The zone is wrong for fcc and bcc.

A face at $k_x=\pi/a$ is the plane halfway between the origin and $\mathbf Q=(2\pi/a)(1,0,0)$. It bounds the zone only if $\mathbf Q$ is a reciprocal lattice vector, which means $e^{i\mathbf Q\cdot\mathbf R}=1$ for every lattice vector $\mathbf R$. For the fcc vector $\mathbf a_3=\tfrac a2(1,1,0)$ one has $\mathbf Q\cdot\mathbf a_3=\pi$, and the phase is $-1$. For the bcc vector $\mathbf a_2=\tfrac a2(1,-1,1)$ the product is again $\pi$. The tempting solution imposed periodicity under the cube edges only and left out the shorter translations that these lattices also possess.

The plane at $\pi/a$ also has no physical role. Write a lattice-periodic potential as $V(\mathbf r)=\sum_{\mathbf q}V_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. The condition $V(\mathbf r+\mathbf R)=V(\mathbf r)$, compared term by term, reads $V_{\mathbf q}e^{i\mathbf q\cdot\mathbf R}=V_{\mathbf q}$. For $\mathbf q=\mathbf Q$ this is $-V_{\mathbf Q}=V_{\mathbf Q}$, so $V_{\mathbf Q}=0$. The same holds for every $\mathbf q$ that is not a reciprocal lattice vector, so repeated scattering changes a wave vector only by reciprocal lattice vectors and never by $\mathbf Q$. The waves $\mathbf k$ and $\mathbf k-\mathbf Q$, which have equal free energies on that plane, are therefore never coupled, whatever the strength of the potential, and the plane is not a Bragg plane. It does cross the true zone faces, for instance at the points L and N found below, and a gap there comes from a true reciprocal lattice vector, not from $\mathbf Q$. One may describe fcc as a simple cubic lattice with four atoms per cell and fold the states into the small cube, but its faces are then only creases of the folding.

For sc the cube edges are the primitive vectors, and the tempting value is correct.

**Reciprocal vectors and Bloch sums**

Define $\mathbf b_j$ by $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Any vector can be written $\mathbf G=\sum_jx_j\mathbf b_j$, and then $\mathbf G\cdot\mathbf a_i=2\pi x_i$. The phase $e^{i\mathbf G\cdot\mathbf R}$ equals 1 for all $\mathbf R$ exactly when every $x_i$ is an integer. These $\mathbf G$ form the reciprocal lattice. With $A$ and $B$ the matrices whose rows are $\mathbf a_i$ and $\mathbf b_j$, the definition reads $AB^{T}=2\pi\,\mathbb 1$. Taking determinants gives $\det A\,\det B=(2\pi)^3$. Since $|\det A|=\Omega$ is the volume of the primitive cell, the parallelepiped spanned by the $\mathbf b_j$ has volume $|\det B|=(2\pi)^3/\Omega$.

To count states, take a crystal of $N=N_1N_2N_3$ cells, of volume $\mathcal V=N\Omega$, closed periodically after the steps $N_i\mathbf a_i$. Put one orbital $|\mathbf R\rangle$ on each site, with $\langle\mathbf R'|\mathbf R\rangle=\delta_{\mathbf R'\mathbf R}$, and form the Bloch sum

$$|\mathbf k\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\rangle .$$

The coefficient must be the same at $\mathbf R$ and at $\mathbf R+N_i\mathbf a_i$, which is the same site. Hence $e^{iN_i\mathbf k\cdot\mathbf a_i}=1$, and $\mathbf k=\sum_i(m_i/N_i)\mathbf b_i$ with integer $m_i$. For two such vectors $(\mathbf k-\mathbf k')\cdot\mathbf R=2\pi\sum_i(m_i-m_i')n_i/N_i$, so the overlap factorizes:

$$\langle\mathbf k'|\mathbf k\rangle=\frac1N\sum_{\mathbf R}e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}=\prod_{i=1}^3\frac1{N_i}\sum_{n=0}^{N_i-1}z_i^{\,n},\qquad z_i=e^{2\pi i(m_i-m_i')/N_i}.$$

If $m_i-m_i'$ is a multiple of $N_i$, then $z_i=1$ and the factor is 1. Otherwise the geometric series gives $(1-z_i^{N_i})/(1-z_i)=0$, because $z_i^{N_i}=1$ while $z_i\ne1$. All three factors equal 1 exactly when $\mathbf k-\mathbf k'$ is an integer combination of the $\mathbf b_i$. So $\mathbf k$ and $\mathbf k+\mathbf G$ label the same state, all other pairs are orthogonal, and the distinct labels number $N_1N_2N_3=N$: one per primitive cell. Applied to fcc or bcc, this says that two allowed vectors differing by $\mathbf Q$ label orthogonal states, which the small cube treats as one label.

**The zone measure**

The allowed $\mathbf k$ form a lattice with steps $\mathbf b_i/N_i$. Each point owns the volume

$$\Delta^3k=\frac{|\det B|}{N}=\frac{(2\pi)^3}{N\Omega}=\frac{(2\pi)^3}{\mathcal V}.$$

For large $N_i$ the number of allowed points in a region is its volume divided by $\Delta^3k$, so $\frac1N\sum_{\mathbf k}\to\Omega\int d^3k/(2\pi)^3$. Only mesh cells cut by the surface of the region can be miscounted. Their share of the total is of the order of mesh step over region size, so the relative error is at most of order $1/N_i$.

The zone is defined by $|\mathbf k|\le|\mathbf k-\mathbf G|$ for all $\mathbf G\neq0$. Squaring gives $k^2\le k^2-2\mathbf k\cdot\mathbf G+G^2$, that is

$$2\,\mathbf k\cdot\mathbf G\le G^2\quad\text{for all }\mathbf G\ne0 .$$

Every point of $k$-space has a nearest reciprocal vector, unique except on planes of zero volume, so the copies of the zone centred on all $\mathbf G$ fill space once. The parallelepiped is cut into pieces by these copies. Shifting each piece by $-\mathbf G$ moves it into the central zone. The shifted pieces do not overlap, since two interior points of the parallelepiped never differ by a $\mathbf G$, and they leave no hole, since every point differs by some $\mathbf G$ from a point of the parallelepiped. Therefore

$$V_{BZ}=\frac{(2\pi)^3}{\Omega}.$$

The zone contains $V_{BZ}/\Delta^3k=N$ points, and with spin it holds two electrons per primitive cell. The cube of the tempting solution has volume $(2\pi)^3/a^3=V_{BZ}\,\Omega/a^3$, which is $V_{BZ}/p$ because $a^3=p\,\Omega$.

**Filling the sphere**

The free states are plane waves $e^{i\mathbf k\cdot\mathbf r}/\sqrt{\mathcal V}$. Periodicity under $N_i\mathbf a_i$ gives the same condition on $\mathbf k$ as before, but now every mesh point in all of $k$-space is a separate state. Waves differing by $\mathbf G$ share a Bloch label and belong to different bands. At zero temperature the $NZ$ electrons take the lowest energies, two to each point, and since $\varepsilon$ grows with $|\mathbf k|$ they fill a ball of radius $k_F$:

$$NZ=2\,\frac{4\pi k_F^3/3}{\Delta^3k}\quad\Rightarrow\quad Z=2\,\frac{4\pi k_F^3/3}{V_{BZ}}=\frac{8\pi k_F^3\,\Omega}{3\cdot8\pi^3}=\frac{\Omega k_F^3}{3\pi^2}.$$

Dividing by $\Omega$ gives the density $n=k_F^3/(3\pi^2)$ used earlier.

**The contact condition**

For any $\mathbf k$ in the ball, $2\mathbf k\cdot\mathbf G\le2k_F|\mathbf G|$, with equality only for $\mathbf k=k_F\mathbf G/|\mathbf G|$. The whole ball obeys the inequality belonging to $\mathbf G$ exactly when $2k_F|\mathbf G|\le G^2$, or $k_F\le|\mathbf G|/2$. It obeys all of them exactly when

$$k_F\le k_c=\tfrac12|\mathbf G_{\min}|,$$

where $\mathbf G_{\min}$ is a shortest nonzero reciprocal vector. At $k_F=k_c$ the ball is still inside the zone, and equality holds at the points $\mathbf G_{\min}/2$ and nowhere else. These points belong to the ball, hence to the zone, and lie on a bounding plane, so they are the contact points. The full shape of the zone is not needed.

**Shortest vectors and the answer to (a)**

Write $\mathbf G=(2\pi/a)(g_x,g_y,g_z)$ and demand that $\mathbf G\cdot\mathbf a_i$ be a multiple of $2\pi$.

For sc, $\mathbf G\cdot\mathbf a_1=2\pi g_x$ and so on, so the $g$ are any integers. The shortest are the 6 vectors of type $(1,0,0)$, with $g^2=1$. Then $k_c=\pi/a$, $\Omega=a^3$, and contact is at $(2\pi/a)(\tfrac12,0,0)$, the point X.

For fcc, $\mathbf G\cdot\mathbf a_1=\pi(g_y+g_z)$, so $g_y+g_z$ must be an even integer, and likewise $g_x+g_z$ and $g_x+g_y$. The combination $(g_x+g_y)+(g_x+g_z)-(g_y+g_z)=2g_x$ is then even, so $g_x$ is an integer, and so are the others. Even pair sums mean that all three are odd or all even. All odd gives $g^2\ge3$, reached by the 8 vectors $(\pm1,\pm1,\pm1)$. All even and nonzero gives $g^2\ge4$. Hence $k_c=\tfrac12\cdot\tfrac{2\pi}a\sqrt3=\sqrt3\pi/a$, at $(2\pi/a)(\tfrac12,\tfrac12,\tfrac12)$, the point L. Expanding the determinant of the rows $(0,1,1),(1,0,1),(1,1,0)$ along the first row gives $0-1\cdot(0-1)+1\cdot(1-0)=2$, so $\Omega=2(a/2)^3=a^3/4$.

For bcc, $\mathbf G\cdot\mathbf a_1=\pi(-g_x+g_y+g_z)$ must be $\pi$ times an even integer, and likewise for the other two sign patterns. The sum of the second and third, $2g_x$, is even, so the $g$ are integers. Since $-g_x+g_y+g_z=(g_x+g_y+g_z)-2g_x$, the three conditions reduce to $g_x+g_y+g_z$ even. This excludes $g^2=1$. The shortest are the 12 vectors of type $(\pm1,\pm1,0)$, with $g^2=2$. Hence $k_c=\sqrt2\pi/a$, at $(2\pi/a)(\tfrac12,\tfrac12,0)$, the point N. The determinant of the rows $(-1,1,1),(1,-1,1),(1,1,-1)$ is $-1\cdot(1-1)-1\cdot(-1-1)+1\cdot(1+1)=4$, so $\Omega=4(a/2)^3=a^3/2$.

Inserting into $Z_c=\Omega k_c^3/(3\pi^2)$:

$$\text{sc:}\quad a^3\,\frac{\pi^3}{a^3}\,\frac1{3\pi^2}=\frac\pi3=1.047,$$

$$\text{fcc:}\quad\frac{a^3}4\,\frac{3\sqrt3\,\pi^3}{a^3}\,\frac1{3\pi^2}=\frac{\sqrt3\,\pi}4=1.360,$$

$$\text{bcc:}\quad\frac{a^3}2\,\frac{2\sqrt2\,\pi^3}{a^3}\,\frac1{3\pi^2}=\frac{\sqrt2\,\pi}3=1.481.$$

The edge $a$ cancels because $\Omega\propto a^3$ and $k_c\propto1/a$. The tempting values are too small by the factor $(k_c a/\pi)^3$, which is $3\sqrt3$ for fcc and $2\sqrt2$ for bcc. From $Z=2(4\pi k_F^3/3)/V_{BZ}$, the number $Z_c/2$ is the fraction of the zone filled by its inscribed ball: 0.5236, 0.6802 and 0.7405. A ball inside a polyhedron cannot fill it, so $Z_c<2$ for any Bravais lattice.

**Part (b): numbers for $a=4.0$ Å**

The edge is a round model value. In these units $\varepsilon=(\hbar^2/2m)k^2$ with $\hbar^2/2m=3.80998$ eV Å$^2$, and 1 hartree is 27.2114 eV.

For fcc, $\Omega=16.000$ Å$^3$ and $V_{BZ}=(2\pi)^3/16.000=15.5031$ Å$^{-3}$. With $2\pi/a=1.57080$ Å$^{-1}$, $|\mathbf G_{\min}|=\sqrt3\times1.57080=2.72070$ Å$^{-1}$ and $k_c=1.36035$ Å$^{-1}$. The ball has volume $\tfrac{4\pi}3(1.36035)^3=10.5448$ Å$^{-3}$, so $Z_c=2\times10.5448/15.5031=1.3603$. The energy is $3.80998\times(1.36035)^2=7.0506$ eV, or $7.0506/27.2114=0.25910$ hartree. That $k_c$ and $Z_c$ share their digits is an accident of $a=4$ Å, since $\sqrt3\pi/a$ then has the numerical value $\sqrt3\pi/4$. The same steps for all three lattices give:

| | sc | fcc | bcc |
|---|---|---|---|
| $\Omega$ (Å$^3$) | 64.000 | 16.000 | 32.000 |
| $V_{BZ}$ (Å$^{-3}$) | 3.8758 | 15.5031 | 7.7516 |
| $k_c$ (Å$^{-1}$) | 0.78540 | 1.36035 | 1.11072 |
| $\varepsilon_c$ (eV) | 2.3502 | 7.0506 | 4.7004 |
| $\varepsilon_c$ (hartree) | 0.08637 | 0.25910 | 0.17274 |
| $Z_c$ | 1.0472 | 1.3603 | 1.4810 |

Since $Z\propto k_F^3$, $k_F/k_c=(Z/Z_c)^{1/3}$. For $Z=1$ this is 0.9847 (sc), 0.9025 (fcc) and 0.8773 (bcc). The sphere stays inside the zone in all three, narrowly so for sc, where the Fermi energy 2.2790 eV stands against 2.3502 eV at X. The tempting solution would have put $Z=1$ well past contact in fcc and bcc.

For $Z=2$ the ball has the volume of the zone and extends beyond the nearest faces. Each of the $f$ nearest planes ($f=6,8,12$) cuts off a cap of height $h=k_F-k_c$. At depth $t$ below the top of the cap the cross-section is a disc of squared radius $k_F^2-(k_F-t)^2=2k_Ft-t^2$, so

$$V_{\rm cap}=\pi\int_0^h(2k_Ft-t^2)\,dt=\pi\Big(k_Fh^2-\frac{h^3}3\Big)=\frac{\pi h^2(3k_F-h)}3,\qquad Z_{\rm out}=\frac{2fV_{\rm cap}}{V_{BZ}} .$$

The sum over caps is valid if the ball reaches no further plane and no two caps overlap. The next-shortest vectors have $g^2=2$ (sc), 4 (fcc) and 4 (bcc; $g^2=3$ has odd sum), so their planes lie at $k^2/k_c^2=2,\ \tfrac43,\ 2$. For overlap, take two shortest vectors $\mathbf G_1,\mathbf G_2$ at angle $\theta$. A point beyond both planes has $2\mathbf k\cdot(\mathbf G_1+\mathbf G_2)\ge2G^2$, by adding the two inequalities. With $|\mathbf G_1+\mathbf G_2|^2=2G^2(1+\cos\theta)$ and $\mathbf k\cdot(\mathbf G_1+\mathbf G_2)\le|\mathbf k||\mathbf G_1+\mathbf G_2|$ this gives $k^2\ge G^2/[2(1+\cos\theta)]=2k_c^2/(1+\cos\theta)$. The largest cosines are $0$, $\tfrac13$ from $(1,1,1)\cdot(1,1,-1)=1$, and $\tfrac12$ from $(1,1,0)\cdot(1,0,1)=1$. Overlap thus needs $k^2/k_c^2\ge2,\ \tfrac32,\ \tfrac43$. The tighter limits are $2,\ \tfrac43,\ \tfrac43$, with cubes $8,\ \tfrac{64}{27},\ \tfrac{64}{27}$. They are to be compared with $(k_F^2/k_c^2)^3=(2/Z_c)^2=36/\pi^2,\ 64/(3\pi^2),\ 18/\pi^2$. As $\pi^2>9$, these are below $4,\ \tfrac{64}{27},\ 2$, and the formula holds in all three cases.

For fcc, $k_F=(6\pi^2/16.000)^{1/3}=1.54683$ Å$^{-1}$ and $h=1.54683-1.36035=0.18648$ Å$^{-1}$. Then $V_{\rm cap}=\pi(0.18648)^2(3\times1.54683-0.18648)/3=0.1622$ Å$^{-3}$ and $Z_{\rm out}=2\times8\times0.1622/15.5031=0.167$. For sc, $k_F=0.97444$ Å$^{-1}$, $h=0.18905$ Å$^{-1}$, $V_{\rm cap}=0.10233$ Å$^{-3}$ and $Z_{\rm out}=12\times0.10233/3.8758=0.317$. For bcc, $k_F=1.22772$ Å$^{-1}$, $h=0.11700$ Å$^{-1}$, $V_{\rm cap}=0.05112$ Å$^{-3}$ and $Z_{\rm out}=24\times0.05112/7.7516=0.158$. A wave in a cap lies beyond exactly one plane, so exactly one wave $\mathbf k-\mathbf G$ with the same Bloch label has lower energy. These electrons are in the second band. As the zone holds two electrons per atom, an equal number of first-band states stays empty.

**Where the result fails**

The values count electrons per primitive cell. With two atoms per primitive cell on an fcc lattice, as in the diamond arrangement, the zone is unchanged and the same electrons are shared, so contact is at $1.3603/2=0.680$ per atom. The cell must really be primitive: two identical atoms separated by $\tfrac a2(1,0,0)$ form a simple cubic lattice of edge $a/2$, and the sc value $\pi/3$ per atom applies.

They also assume a large crystal. For a finite one, list the mesh points $\sum_i(m_i/N_i)\mathbf b_i$, find the shortest that is not strictly inside the zone, count the points shorter than it and multiply by $2/N$. With $8^3$ cells this gives 0.9805, 1.2930 and 1.4414 for sc, fcc and bcc. With $64^3$ cells it gives 1.0457, 1.3589 and 1.4796, within 0.002 electron per atom of $Z_c$. The $8^3$ sc crystal has its threshold below 1, so there one electron per atom does reach X, contrary to the large-crystal answer. These figures depend on the parity of $N_i$. For odd $N_i$ the points $\mathbf G_{\min}/2$ are not on the mesh. With $63^3$ cells the count differs from $Z_c$ by $+0.049$, $+0.020$ and $-0.002$, and with $9^3$ cells the sc threshold is 1.33.

Finally, they are derived for free electrons, and a potential that varies in space in general changes them. Between normalized plane waves $\langle\mathbf k'|V|\mathbf k\rangle=V_{\mathbf k'-\mathbf k}$, since the integral of $e^{i(\mathbf k+\mathbf q-\mathbf k')\cdot\mathbf r}/\mathcal V$ is 1 for $\mathbf q=\mathbf k'-\mathbf k$ and 0 otherwise. Let $V_{\mathbf G}=V$ be real on the shortest vectors and zero on all others. On a face, $\mathbf k=\mathbf G/2+\mathbf q$ with $\mathbf q\perp\mathbf G$. The waves $\mathbf k$ and $\mathbf k-\mathbf G=-\mathbf G/2+\mathbf q$ have the same energy $e=(k_c^2+q^2)/2$. Keeping only these two, the Hamiltonian has $e$ on the diagonal and $V$ off it. The secular equation $(e-\varepsilon)^2=V^2$ gives $\varepsilon=e\pm|V|$. In this approximation the lowest boundary state is still at $\mathbf q=0$, and it drops by $|V|$. For the fcc model with $V=0.50$ eV the levels at L are $7.05\mp0.50=6.55$ and $7.55$ eV.

The other waves enter at second order. From $(\tfrac12,\tfrac12,\tfrac12)$ the remaining seven $\{111\}$ vectors lead to three waves of type $(\tfrac32,-\tfrac12,-\tfrac12)$, three of type $(\tfrac32,\tfrac32,-\tfrac12)$ and one $(\tfrac32,\tfrac32,\tfrac32)$. Their squared lengths $\tfrac{11}4,\tfrac{19}4,\tfrac{27}4$ exceed $\tfrac34$ by 2, 4 and 6, in a unit whose energy is $\tfrac43\varepsilon_c$. The partner wave reaches the negatives of these, which form a separate set, so there are no cross terms and both levels shift by

$$-\frac{V^2}{\frac43\varepsilon_c}\Big(\frac32+\frac34+\frac16\Big)=-\frac{V^2}{\frac43\varepsilon_c}\cdot\frac{29}{12}=-\frac{29V^2}{16\,\varepsilon_c},$$

about $-0.06$ eV here. Numerical diagonalization in the 27 plane waves $\mathbf k+\mathbf G$ with $g^2\le8$ gives 6.49 and 7.49 eV, and 59 waves ($g^2\le12$) give 6.48 eV for the lower level. The 27 waves lack $(-\tfrac32,-\tfrac32,-\tfrac32)$, which needs $g^2=12$ and lowers both levels by a further 0.002 eV. The values converged in the basis are 6.484 and 7.488 eV.

The filling at contact is twice the fraction of the zone whose lowest level lies below the lower level at L. It was found by diagonalizing the 27-wave matrix on a uniform mesh equivalent to 442368 points in the zone and counting eigenvalues below that level. The count gives 1.360 at $V=0$ and 1.24 at $V=0.50$ eV, about 9% below the free value. The direction of the change agrees with the orders found above: the level at L falls at first order in $V$, while states away from the faces have no degenerate partner and move at second order. The size of the change is a numerical result for this model only.

All numerical values are calculated from the stated model.
